\section*{Stark resonance of hydrogen $1s$: complex rotation and Borel--Pad\'e summation, part 2}

We seek the resonance $E=E_r-i\Gamma/2$ (lifetime $1/\Gamma$) that develops from hydrogen $1s$ in a static field $F>0$, in Hartree atomic units, with $m=0$ and $H=T+V+Fz$, $T=-\tfrac12\nabla^2$, $V=-1/r$.

With $\xi=r+z$, $\eta=r-z$ and $\psi=u_1(\xi)u_2(\eta)$, the separation constants obey $\beta_1+\beta_2=1$. The function $\chi_2=\eta^{1/2}u_2$ satisfies
\begin{equation}
\chi_2''+k^2\chi_2=0,\qquad k^2=\frac E2+\frac{\beta_2}{\eta}+\frac1{4\eta^2}+\frac{F\eta}{4},
\label{chi}
\end{equation}
and $\chi_1=\xi^{1/2}u_1$ obeys the same equation with $\beta_1$ and $-F$. Asymptotically (upper sign outgoing)
\begin{equation}
\chi_2\sim\eta^{-1/4}\exp\left[\pm i\left(\tfrac13\sqrt F\,\eta^{3/2}+E\sqrt{\eta/F}\right)\right],\qquad
\chi_1\sim\xi^{-1/4}\exp\left[-\tfrac13\sqrt F\,\xi^{3/2}+\dots\right].
\label{asym}
\end{equation}
The power-series (Frobenius) reference solves $u_1(R)=0$, $u_2(Re^{i\pi/3})=0$.

Complex rotation uses
\begin{equation}
H(\theta)\psi_\theta=E\psi_\theta,\qquad H(\theta)=e^{-2i\theta}T+e^{-i\theta}V+e^{i\theta}Fz ,
\label{Hth}
\end{equation}
whose spectrum is purely discrete for $0<\theta<\pi/3$. The basis $(l_{\max},N_r)$ has radial functions $u_{nl}(x)/r$, $x=2\lambda r$, $n<N_r$, $l\le l_{\max}$, built from Laguerre polynomials with $\mathcal G_a(t)=\sum_nL_n^at^n=(1-t)^{-a-1}e^{-xt/(1-t)}$, $a=2l+1$. They obey
\begin{equation}
-u''+\frac{l(l+1)}{x^2}u=\left(\frac{n+l+1}{x}-\frac14\right)u,\qquad K=\operatorname{diag}(n+l+1)-\tfrac14J^{(a)} ,
\label{kin}
\end{equation}
with $K$ the kinetic and $J^{(a)}$ the overlap matrix. In $\mathsf Hc=E\,\mathsf Sc$, $\mathsf S$ is the overlap and $\mathsf H=\mathsf T_\theta+\mathsf V_\theta+F\mathsf Z_\theta$. A small dense basis selects the eigenvalue of least speed $|dE/d\theta|$ in a window; inverse iteration refines it:
\begin{equation}
\frac{dE}{d\theta}=\frac{i\,c^T(-2\mathsf T_\theta-\mathsf V_\theta+F\mathsf Z_\theta)\,c}{c^T\mathsf Sc}.
\label{speed}
\end{equation}
For $\varrho(c)=c^T\mathsf Hc/c^T\mathsf Sc$ and error $\delta$ in $c$,
\begin{equation}
\varrho(c)-E=\frac{\delta^T(\mathsf H-E\mathsf S)\,\delta}{c^T\mathsf Sc}.
\label{quad}
\end{equation}

The perturbation series is $E=\sum_NE_NF^N$, with even $N$ only and $E_0=-\tfrac12$. It follows from $\beta_1=\varepsilon\sum_nb_nf^n$, $\varepsilon=\sqrt{-2E}$, $f=F/4\varepsilon^3$. Borel--Pad\'e summation has approximant degree $M$ and integration-ray angle $\phi$.

\section{Weak-field width and large orders}

The imaginary part of $\chi_2^*$ times (\ref{chi}) gives, for the current $j=\operatorname{Im}(\chi_2^*\chi_2')$,
\begin{equation}
j(\eta)=-\int_0^\eta\left(\tfrac12\operatorname{Im}E+\frac{\operatorname{Im}\beta_2}{\eta'}\right)|\chi_2|^2d\eta' .
\end{equation}
The same integral for $\chi_1$, taken to infinity, vanishes. To leading order in $F$, $|\chi|^2=xe^{-x}$ for both factors, and $\int|\chi|^2dx=\int|\chi|^2dx/x=1$. The $\xi$ equation yields $\operatorname{Im}\beta_1=-\tfrac12\operatorname{Im}E$, so $\operatorname{Im}\beta_2=+\tfrac12\operatorname{Im}E$ and $j=-\operatorname{Im}E=\Gamma/2$.

Under the barrier $k^2=-\kappa^2$, and with $E=-\tfrac12$, $\beta_2=\tfrac12$ one has $2\kappa=(1-F\eta-2/\eta-1/\eta^2)^{1/2}$. The shifts of $E$ (order $F^2$, over a length $1/F$) and of $\beta_2$ (order $F$, weighted by $1/\eta$) change the exponent by amounts that vanish as $F\to0$. At a point $1\ll\eta_0\ll F^{-1/2}$, where the field changes the exponent of $\chi_2$ only by $O(F\eta_0^2)$, the WKB solution $\mathcal C\kappa^{-1/2}\exp(-\int_{\eta_0}^\eta\kappa)$ is matched to $\eta^{1/2}e^{-\eta/2}$, so $|\mathcal C|^2=\tfrac12\eta_0e^{-\eta_0}$. At the outer turning point $\eta_1\simeq1/F$ the outgoing wave is $\mathrm{Bi}+i\,\mathrm{Ai}$; its modulus outside and its dominant part $\mathrm{Bi}$ inside have the same prefactor, so outside $|\chi_2|^2=|\mathcal C|^2k^{-1}\exp(-2\int_{\eta_0}^{\eta_1}\kappa)$ and $j=k|\chi_2|^2$. Expanding $2\kappa\simeq\sqrt{1-F\eta}-1/(\eta\sqrt{1-F\eta})$, with neglected terms, among them $\tfrac14F\eta_0^2$ in the first integral, that vanish for $\eta_0\to\infty$, $F\eta_0^2\to0$,
\begin{align}
\int_{\eta_0}^{1/F}\!\sqrt{1-F\eta}\,d\eta&=\frac{2}{3F}(1-F\eta_0)^{3/2}\simeq\frac2{3F}-\eta_0,\\
\int_{\eta_0}^{1/F}\!\frac{d\eta}{\eta\sqrt{1-F\eta}}&=\ln\frac{1+v_0}{1-v_0}\simeq\ln\frac{4}{F\eta_0},\qquad v_0=\sqrt{1-F\eta_0}.
\end{align}
Then $j=\tfrac12\eta_0e^{-\eta_0}\,e^{-2/3F+\eta_0}\,4/(F\eta_0)$, in which $\eta_0$ cancels. Assuming that the corrections form an asymptotic power series,
\begin{equation}
\Gamma\sim\frac4F\,e^{-2/(3F)}\sum_{k\ge0}a_kF^k,\qquad a_0=1 .
\label{width}
\end{equation}

The width controls the large orders. For $0<\arg F<\pi$ the operator $T+V+Fz$ has the discrete spectrum found above, the phase of $F$ playing the part of $e^{3i\theta}$; for small positive $\arg F$ the solution that decays on the real $\eta$ axis is the upper sign of (\ref{asym}), so $\arg F\to0^+$ gives the resonance. In $w=F^2$ this sector is the plane cut along $w>0$. Complex conjugation combined with $z\to-z$ maps $F$ to $-F^*$, so $E(w^*)=E(w)^*$. Assume that $E(w)$ is analytic in the cut disc $|w|\le w_0$ and tends to $-\tfrac12$ at its centre. Cauchy's contour runs out along the upper lip, round the circle and back along the lower lip:
\begin{equation}
E(w)=\frac1\pi\int_0^{w_0}\frac{\operatorname{Im}E(w'+i0)}{w'-w}\,dw'+E_{\rm c}(w),
\label{disp}
\end{equation}
where the circle term $E_{\rm c}$ is analytic for $|w|<w_0$ and contributes coefficients of size $w_0^{-n}$ only. Expanding $1/(w'-w)$, with $w'=F'^2$, $N=2n$, $\operatorname{Im}E=-\Gamma/2$ and $v=1/F'$,
\begin{equation}
E_N\simeq-\frac4\pi\sum_ka_k\int^\infty\! v^{N-k}e^{-2v/3}dv=-\frac6\pi\left(\frac32\right)^{\!N}\!N!\,\sum_ka_k\left(\frac23\right)^{\!k}\frac{(N-k)!}{N!}.
\label{large}
\end{equation}
The program solves (\ref{large}) for $a_0,\dots,a_{11}$ from the twelve orders $N=98,\dots,120$. It tests $a_0=1$ to $10^{-8}$, which checks the prefactor of (\ref{width}) and the assumptions behind (\ref{disp}) together, and it finds $a_1=-8.916667$, $a_2=25.566$, $a_3=-158.75$, $a_4=469.1$, $a_5\approx-1.029\times10^4$, $a_6\approx7.7\times10^3$. The value of $a_1$ agrees with $-107/12$ to the printed digits, an observation that is not derived here. The magnitudes are irregular, $|a_6|<|a_5|$, and the last values of this twelve-order fit are not converged. Fits of 18 and 24 coefficients to orders up to $N=180$ agree on $a_4=469.049$, $a_5=-1.02732\times10^4$ and $a_6=5.635\times10^3$, so the value of $a_6$ above is $37\%$ too high, while $a_4$ and $a_5$ are right to better than $0.2\%$. The difference changes the following sum by only about $10^{-6}$. At $F=0.03$ the sum in (\ref{width}) is $1-0.26750+0.02301-0.00429+0.00038-0.00025+0.00001=0.75136$, which turns the leading $2.97818\times10^{-8}$ into $2.23768\times10^{-8}$ hartree. Rotation gives $2.23753\times10^{-8}$, a difference of $7\times10^{-5}$ relative to that value; the asserted tolerance is $2\times10^{-3}$.

\section{Lateral Borel--Pad\'e summation}

The Borel transform $B(s)=\sum_NE_Ns^N/N!$ has, by (\ref{large}), radius of convergence $2/3$. Its $k=0$ part sums over even $N$ to
\begin{equation}
-\frac6\pi\frac1{1-(3s/2)^2}=-\frac3\pi\left[\frac1{1-3s/2}+\frac1{1+3s/2}\right],
\label{pole}
\end{equation}
and the $k=1$ part, $\propto\sum(3s/2)^N/N$, adds logarithmic branch points at the same places. The ordinary Borel integral $\int_0^\infty e^{-t}B(Ft)\,dt$ meets the singularity at $t_0=2/(3F)$ and does not exist for real $F$: the series is not Borel summable along the real axis. The path must pass on one side.

The side follows from (\ref{disp}). The Borel transform of $w'/(w'-w)=\sum(F/F')^{2n}$ is $\cosh(s/F')$, so the cut part of $B$ is $\pi^{-1}\int\operatorname{Im}E\,\cosh(s/F')\,dw'/w'$, which converges in the strip $|\operatorname{Re}s|<2/3$ and is bounded on the imaginary axis. For $s$ on the positive imaginary axis and $0<\arg F<\pi$, the integral $F^{-1}\int e^{-s/F}\cosh(s/F')\,ds$ converges and returns $w'/(w'-w)$; the circle term is recovered too for small enough $|F|$, its transform being entire and of exponential type. Hence $E(F)=F^{-1}\int_0^{i\infty}e^{-s/F}B(s)\,ds$ on the side that continues to the resonance. If $B$ is analytic for $\phi\le\arg s\le\pi/2$ and grows there more slowly than $e^{-s/F}$ decays, the ray may be turned down to $\arg s=\phi$ and $F$ made real:
\begin{equation}
E(F)=\int_0^{\infty e^{i\phi}}e^{-t}B(Ft)\,dt,\qquad 0<\phi<\pi/2 .
\label{lateral}
\end{equation}
That condition is assumed, not proved; the comparison with rotation tests its consequence at four fields. The sign is checked with the pole in (\ref{pole}). The integrand $e^{-t}(-3/\pi)/(1-t/t_0)$ has residue $(3t_0/\pi)e^{-t_0}=(2/\pi F)e^{-t_0}$. The rays above and below the axis give complex conjugate values, and out above, back below, is a clockwise loop, so $2i\operatorname{Im}E=-2\pi i\,(2/\pi F)e^{-t_0}$ and $\operatorname{Im}E=-(2/F)e^{-2/(3F)}$, the leading term of (\ref{width}). A ray below the axis gives $E^*$.

Outside $|s|<2/3$ the transform must be continued. $B$ is even, so it is written in $y=(3s/2)^2$, which puts both singularities at $y=1$, and is replaced by the Pad\'e approximant $P_M(y)/Q_M(y)$ defined by $Q_MB-P_M=O(y^{2M+1})$, $Q_M(0)=1$. This uses the series through $F^{4M}$. A Pad\'e approximant of the series for $E$ itself has real coefficients and gives no width at real $F$. By Cauchy's theorem the integral (\ref{lateral}) of the rational function does not depend on $\phi$ unless a pole of the approximant lies between the rays. Changing $\phi$ therefore probes such poles and the quadrature; as long as no pole is crossed, the exact integral of the approximant stays the same.

\section{Worked example: hydrogen $1s$ at $F=0.1$}

The field is $F=0.1$ a.u. $=5.142\times10^{10}$ V/m, with $\theta=0.5$ rad and $\lambda=1$ bohr$^{-1}$.

In the basis $(3,5)$, $E=-0.527278-0.007420i$, and both (\ref{speed}) and the finite difference give $dE/d\theta=(7.303+3.161i)\times10^{-4}$ hartree/rad, of modulus $8.0\times10^{-4}$. The distance from the reference value below is $|1.40-1.51i|\times10^{-4}=2.1\times10^{-4}$ hartree, so here the speed per radian exceeds the error by a factor of about four.

The dense basis $(12,20)$ has $13\times20=260$ functions. The window $|E_r+0.5|<0.1$, $|\operatorname{Im}E|<0.1$ holds one eigenvalue, $-0.52741818-0.00726906i$, with $|dE/d\theta|=3.5\times10^{-12}$ against a median of $2.18$ hartree/rad. Two eigenvalues in all have a speed below $10^{-4}$. The second lies outside the window and is not identified by the program; that it is another $m=0$ resonance is a conjecture.

The distances from the power-series root $-0.527418175102-0.007269056765i$ are, in hartree, $4.2\times10^{-5}$ for $(4,8)$, $1.2\times10^{-7}$ for $(8,14)$, $2.3\times10^{-12}$ for $(16,25)$ and $6.7\times10^{-16}$ for $(30,50)$, the last at the level of double-precision rounding. In the largest basis, changing $\theta$ to $0.4$ or $0.6$, or $\lambda$ to $1.5$, moves $E$ by at most $3.3\times10^{-16}$ (asserted below $10^{-9}$), and $|dE/d\theta|=1.6\times10^{-16}$ (asserted below $10^{-7}$). Thus
\begin{equation}
E=-0.52741818-0.00726906\,i\ \text{hartree},
\end{equation}
which rounds to $-0.52742-0.00727i$. Then $E_r=-14.352$ eV, $\Gamma=2\times0.00726906=0.0145381$ hartree $=0.3956$ eV, and $1/\Gamma=68.785$ a.u. $=1.664$ fs. The digits belong to the model Hamiltonian; for the real atom the kinetic term carries the reduced mass $\mu_r=1-5.4\times10^{-4}$, and scaling lengths by $1/\mu_r$ turns the energy into $\mu_rE(F/\mu_r^2)$. At $F=0.1$ this lowers $|E_r|$ by a relative $4.4\times10^{-4}$, of the order of the mass ratio, but the steep field dependence of the width amplifies the effect: $\Gamma$ rises by $0.43\%$, to $0.3973$ eV (lifetime $1.657$ fs), and at $F=0.03$ it rises by $2.2\%$. The separation constant is $\beta_1=0.553915+0.003089i$; the weak-field relation $\operatorname{Im}\beta_1=-\tfrac12\operatorname{Im}E$ would give $0.003635$, right in sign and $18\%$ above the computed value.

The series terms for $N=2,\dots,12$ are $-0.022500$, $-0.005555$, $-0.004908$, $-0.007942$, $-0.019453$, $-0.066263$. By the leading part of (\ref{large}) successive terms have the ratio $(3F/2)^2(N+1)(N+2)$, which passes one when $N+\tfrac32\approx2/(3F)=6.67$, consistent with the smallest term at $N=6$. The partial sum through $F^4$, $-0.528055$, lies $6.4\times10^{-4}$ hartree below $E_r$, and the next, $-0.532962$, lies $5.5\times10^{-3}$ below. The weak-field width is of no use at this field: the leading law gives $0.050905$, which is $3.5$ times $\Gamma$, and the successive sums $1,\ 0.108,\ 0.364,\ 0.205,\ 0.252,\ 0.149$ do not settle on the required $0.0145381/0.050905=0.2856$.

Borel--Pad\'e summation of the same coefficients on the ray $\phi=\pi/4$ gives
\begin{align*}
M=5:&\quad-0.5274038-0.0072637i, &&\text{error }1.5\times10^{-5},\\
M=10:&\quad-0.5274193-0.0072688i, &&\text{error }1.1\times10^{-6},\\
M=20:&\quad-0.527418174-0.007269049i, &&\text{error }8.3\times10^{-9},\\
M=30:&\quad-0.5274181751-0.0072690569i, &&\text{error }9.9\times10^{-11},
\end{align*}
the errors being distances in hartree from the power-series root. The $M=5$ value rounds to $-0.52740-0.00726i$ and misses the five-decimal result; $M=10$ reaches it. The ray $\phi=\pi/3$ gives the same value and error at $M=30$, as Cauchy's theorem requires when no pole with a visible residue lies between the rays. At $F=0.03$, $0.04$ and $0.06$ the three routes give $\Gamma=2.237529\times10^{-8}$, $3.892700\times10^{-6}$ and $5.150775\times10^{-4}$ hartree, and $E_r=-0.50207427$, $-0.50377159$, $-0.50920345$; the $M=30$ errors there, $2.5$, $1.1$ and $5.6\times10^{-15}$, are near rounding level and show no reliable trend. On the field dependence the program asserts only that the error at $F=0.1$ exceeds that at $F=0.04$, and that Borel--Pad\'e and rotation agree within $10^{-9}$, $10^{-9}$, $10^{-7}$ and $5\times10^{-5}$ at the four fields in increasing order.

\section{Choice of settings}

\paragraph{Angle $\theta$.} It must lie in $(0,\pi/3)$. Several effects compete. The outgoing tail is damped through $\sin(3\theta/2)$, which favours a large angle. Near the nucleus the function is $re^{-\varepsilon e^{i\theta}r}$ at leading order in $F$; since $e^{-x/2}\mathcal G_1(t)\propto\exp[-\lambda r(1+t)/(1-t)]$, its expansion coefficients fall as $t^n$, up to a power of $n$, with $t=(\varepsilon e^{i\theta}-\lambda)/(\varepsilon e^{i\theta}+\lambda)$, and $|t|=\tan(\theta/2)$ for real $\varepsilon=\lambda$. This favours a small angle, as does the upfield damping $\cos(3\theta/2)$ of $\chi_1$, which vanishes at $\pi/3$. The middle of the interval, $\theta\approx0.5$, is the default; only $0.4$ to $0.6$ has been tested.

\paragraph{Exponent $\lambda$ and size $N_r$.} For fixed $\theta$ and real $\varepsilon$, $|t|^2=(\varepsilon^2+\lambda^2-2\varepsilon\lambda\cos\theta)/(\varepsilon^2+\lambda^2+2\varepsilon\lambda\cos\theta)$ is smallest at $\lambda=\varepsilon$, so $\lambda\approx\sqrt{-2E_r}$, close to $1$ for this state. The reach of the basis has a semiclassical estimate. In terms of $r$, (\ref{kin}) reads $p^2=2\lambda\nu/r-\lambda^2$ with $\nu=n+l+1$, so the basis covers $r(p^2+\lambda^2)\lesssim2\lambda N_r$ at low $l$. Downfield and far out, $p^2\approx2E_r+2Fr$; with $\lambda^2=-2E_r$ this gives $r_{\max}\approx\sqrt{\lambda N_r/F}$, about $22$ bohr for $N_r=50$, $F=0.1$. It has to exceed the outer turning point, which lies near $r=|E_r|/F$ in a weak field, by enough for the rotated tail to have decayed, so $N_r$ must be well above $E_r^2/(\lambda F)$ and has to grow as the field weakens if the width is wanted. This estimate ignores the rotation of $p$ and is not tested separately.

\paragraph{Partial waves.} The convergence series raises $l_{\max}$ and $N_r$ together in a ratio near $0.6$ and does not separate their effects. At $F=0.1$, $(8,14)$ suffices for five decimals and $(4,8)$ does not. Because (\ref{quad}) has no sign, convergence is judged from two bases and two angles, not from monotony.

\paragraph{Window and threshold.} The partial sum through $F^2$ places the centre within $5\times10^{-3}$ hartree of $E_r$ at $F=0.1$. The program requires a speed below $10^{-3}$ hartree/rad of the selected eigenvalue; the $(3,5)$ basis already meets this with an error of $2\times10^{-4}$ hartree, so the threshold selects and does not certify.

\paragraph{Weak fields.} The rotation error in double precision is absolute, about $10^{-15}$ hartree in these runs. At $F=0.03$ that is $10^{-7}$ of $\Gamma/2$. As $\Gamma$ falls like $e^{-2/(3F)}$, the width is lost once it approaches that level, and (\ref{width}) with the fitted $a_k$ takes over, its corrections shrinking with $F$.

\paragraph{Degree $M$.} At $F=0.1$ the error falls by factors of about $137$ from $M=10$ to $20$ and about $84$ from $20$ to $30$, roughly $0.6$ per unit of $M$; this rate is observed, not derived. The weight $e^{-t}$ samples $|y|=(3F|t|/2)^2$, so a stronger field uses the approximant farther from its expansion point, and a larger $M$ should be expected; fields above $0.1$ have not been tested. The coefficients are generated as exact rationals and the Pad\'e equations are solved with 120 digits.

\paragraph{Ray $\phi$.} It must be positive for $\operatorname{Im}E<0$. The singularity at $t_0$ lies at distance $t_0\sin\phi$ from the ray, and the quadrature loses accuracy when this distance becomes small compared with the panel; for $\phi=\pi/4$, $F=0.1$ it is $6.67\sin(\pi/4)=4.7$ against a panel length of $4$ with 20 Gauss--Legendre nodes. The ray is cut where $|t|\cos\phi$ exceeds $40$, so its length grows as $1/\cos\phi$. Small angles carry a second risk, because the approximants also have poles off the real axis. For $M=10$ two of them lie at $\arg t\approx0.22$ and $0.44$; at $F=0.1$ the ray $\phi=0.3$, which passes between them, gives an error of $1.5\times10^{-4}$ hartree even with accurate quadrature, against $1.1\times10^{-6}$ for $\phi=\pi/4$. A difference between two values of $\phi$ signals a pole between the rays or insufficient quadrature near one of them, and calls for a comparison with a larger $\phi$, shorter panels or another $M$.

\section*{Computed values}
\begin{verbatim}
F = 0.1 au = 5.14221e+10 V/m; theta = 0.5 rad, lam = 1.0 1/bohr
basis (lmax,N)=(3,5): E = -0.527278 -0.007420i Eh
  dE/dtheta formula 7.30328e-04+3.16064e-04j, difference 7.30328e-04+3.16064e-04j Eh/rad
dense (12,20), dim 260: 1 eigenvalue(s) in window
  picked E = -0.52741818 -0.00726906i Eh, |dE/dtheta| = 3.5e-12 Eh/rad
  median |dE/dtheta| = 2.18 Eh/rad; below 1e-4: 2
basis (4,8): E = -0.5273948226 -0.0072340792i Eh, error 4.2e-05 Eh
basis (8,14): E = -0.5274182260 -0.0072691645i Eh, error 1.2e-07 Eh
basis (16,25): E = -0.5274181751 -0.0072690568i Eh, error 2.3e-12 Eh
basis (30,50): E = -0.5274181751 -0.0072690568i Eh, error 6.7e-16 Eh
spread over theta 0.4-0.6, lam 1-1.5: 3.3e-16 Eh; |dE/dtheta| = 1.6e-16 Eh/rad
Frobenius (R=50 bohr): E = -0.527418175102 -0.007269056765i Eh
  beta1 = 0.55391498 +0.00308928i (dimensionless)
Er = -0.527418175 Eh = -14.35178 eV; shift from -1/2 = -0.027418175 Eh
Gamma = 0.014538114 Eh = 0.39560 eV; lifetime = 68.785 au = 1.6638 fs
b_1..b_4 = [2, -18, 356, -10026]
E_2 = -9/4 au; term -0.022500, partial sum -0.522500 Eh
E_4 = -3555/64 au; term -0.005555, partial sum -0.528055 Eh
E_6 = -2512779/512 au; term -0.004908, partial sum -0.532962 Eh
E_8 = -13012777803/16384 au; term -0.007942, partial sum -0.540905 Eh
E_10 = -25497693122265/131072 au; term -0.019453, partial sum -0.560358 Eh
E_12 = -138963659571727791/2097152 au; term -0.066263, partial sum -0.626621 Eh
E_120 = -1.6429804e+220 au; ratio to leading law 0.95123116
fitted a_0..a_6 (au): 1, -8.916667, 25.56597, -158.7466, 469.1034, -10285.78, 7710.663
F=0.03: Gamma leading 2.97818e-08, with a_k 2.23768e-08, rotation 2.23753e-08 Eh
F=0.1: Gamma leading law 0.050905 Eh; singularity at t = 6.6667
Borel-Pade [5/5], phi=pi/4: -0.5274038022 -0.0072637197i Eh, error 1.5e-05 Eh
Borel-Pade [10/10], phi=pi/4: -0.5274192876 -0.0072688331i Eh, error 1.1e-06 Eh
Borel-Pade [20/20], phi=pi/4: -0.5274181740 -0.0072690485i Eh, error 8.3e-09 Eh
Borel-Pade [30/30], phi=pi/4: -0.5274181751 -0.0072690569i Eh, error 9.9e-11 Eh
Borel-Pade [30/30], phi=pi/3: -0.5274181751 -0.0072690569i Eh, error 9.9e-11 Eh
F=0.03: rotation Er = -0.50207427261, Gamma = 2.237529e-08 Eh
  |rot-Frob| = 1.2e-15, |BP-Frob| = 2.5e-15 Eh, BP Gamma = 2.237529e-08 Eh
F=0.04: rotation Er = -0.50377159101, Gamma = 3.892700e-06 Eh
  |rot-Frob| = 1.9e-16, |BP-Frob| = 1.1e-15 Eh, BP Gamma = 3.892700e-06 Eh
F=0.06: rotation Er = -0.50920345088, Gamma = 5.150775e-04 Eh
  |rot-Frob| = 1.2e-16, |BP-Frob| = 5.6e-15 Eh, BP Gamma = 5.150775e-04 Eh
F=0.1: rotation Er = -0.52741817510, Gamma = 1.453811e-02 Eh
  |rot-Frob| = 2.2e-16, |BP-Frob| = 9.9e-11 Eh, BP Gamma = 1.453811e-02 Eh
\end{verbatim}
